# Why mercurous salts do not owe their stability to a stronger Hg–Hg bond

Q: Mercury forms salts Hg$_2$X$_2$ that contain a metal–metal bond, whereas the corresponding compounds of zinc and cadmium are rare. Mercury is also the most relativistic of the three. I conclude that relativity strengthens the Hg–Hg bond and that the stronger bond stabilizes the salts. What is wrong with that?

A: The second half does not follow from the first. Ask what the salt must be stable against. Breaking it into two HgX radicals is one possibility, but the competing products are liquid mercury and the mercuric salt. For a general metal M, the reaction is

$$\mathrm{M_2X_2\longrightarrow M+MX_2}.$$

I shall call the salt stable if this reaction costs energy in the condensed phase. This uses electronic energies in Hartree atomic units and leaves out entropy and zero-point motion.

Q: The M–M bond is broken in that reaction too. Why is its strength not the measure?

A: Because other bonds change as well. The bond energy and the gas-phase reaction energy are

$$D=2E(\mathrm{MX})-E(\mathrm{M_2X_2}),$$

$$\Delta E_{\rm gas}=E(\mathrm M)+E(\mathrm{MX_2})-E(\mathrm{M_2X_2}).$$

Add and subtract $2E(\mathrm{MX})$ in the second line:

$$\Delta E_{\rm gas}=D-S,\qquad S=2E(\mathrm{MX})-E(\mathrm M)-E(\mathrm{MX_2}).$$

Here $S$ is the energy released when two radicals exchange an X atom to give M and MX$_2$. The radical energy enters $D$ and $S$ equally and cancels from $\Delta E_{\rm gas}$. If relativity makes the radical less favourable, $D$ rises and the bond is called stronger, but the reaction energy does not move.

Q: That is a gas-phase statement. The salts are known as solids and in solution.

A: Then the energies of condensation must be included. Let $A>0$ be the energy released per formula unit when gaseous molecules or atoms aggregate, so that $E_{\rm cond}=E_{\rm gas}-A$ for each substance. Subtracting reactant from products gives

$$\Delta E_{\rm cond}=\Delta E_{\rm gas}+A(\mathrm{M_2X_2})-A(\mathrm{MX_2})-A(\mathrm M).$$

The signs matter. Strong aggregation of MX$_2$ favours the products and works against the mercurous-type salt. Weakening it therefore helps that salt. Molecular calculations on mercury compounds trace the stability of the mercurous salts to this term: relativity weakens the aggregation and solvation of HgX$_2$. That attribution rests on those calculations, which are not repeated here. What I can derive here is how such a mechanism would work and why bond strength cannot replace it.

The cycle also shows a qualification. Weaker cohesion of metallic mercury would raise $\Delta E_{\rm cond}$ too, so a full account for the solid must include it.

Q: Why should relativity weaken the aggregation of a salt? I would expect it to act inside the metal atom.

A: It does act there, and the consequence reaches the neighbours through the charge distribution. Scalar relativity contracts the valence s orbital and binds its electrons more tightly. A free Cd atom, from the same group, shows this. In Hartree–Fock theory the root-mean-square radius of 5s falls from 3.490 to 3.333 bohr when the spin-free one-electron X2C Hamiltonian is used, a contraction of about 4.5%. The cost of removing both s electrons rises from 0.7993 to 0.8417 hartree, an increase of 0.0423 hartree, or 0.0212 per electron. The signs of both changes are tested. The last digits depend on the basis: a denser one lowers both radii by 0.001 bohr and gives an increase of 0.0424 hartree. The calculation omits electron correlation, spin–orbit coupling and two-electron picture-change corrections, so these are not predictions of measured ionization energies.

A metal that holds its s electrons more tightly gives less charge to X. If aggregation grows with that charge, it becomes weaker.

Q: Can you make this quantitative without assuming the answer?

A: Reduce relativity to one effect, a lowering of the valence s level by $\delta$. This leaves out the d shell, spin–orbit coupling and changes of bond length. If $\hat n_s$ counts the electrons in the metal s orbitals,

$$\hat H(\delta)=\hat H(0)-\delta\,\hat n_s .$$

A neutral metal atom has two s electrons, so a species with $m$ metal atoms has the reference number $2m$. Define the transferred charge by $\hat Q=2m-\hat n_s$. Then

$$\hat H(\delta)=\hat H(0)+\delta\hat Q-2m\delta .$$

The last term is the same on both sides of a balanced reaction and can be dropped. For a normalized ground state $\psi$ the remaining energy has the derivative

$$\frac{dE}{d\delta}=\left\langle\psi\left|\frac{d\hat H}{d\delta}\right|\psi\right\rangle+E\frac{d}{d\delta}\langle\psi|\psi\rangle=\langle\hat Q\rangle\equiv Q,$$

because the norm is constant. This is the Hellmann–Feynman theorem. The isolated atom keeps its s$^2$ configuration in this model and has $Q=0$. Therefore

$$\frac{d\Delta E_{\rm gas}}{d\delta}=Q(\mathrm{MX_2})-Q(\mathrm{M_2X_2}),$$

$$\frac{dD}{d\delta}=2Q(\mathrm{MX})-Q(\mathrm{M_2X_2}).$$

The gas reaction hardly responds if MX$_2$ and M$_2$X$_2$ have transferred nearly the same total charge. Each contains two X atoms, but this alone does not make the transfer of s electrons equal. The bond energy compares different species and can move the other way.

Q: Do these relations survive when the electrons interact?

A: Yes; the derivation did not assume independent electrons. It has been tested by diagonalizing small clusters with repulsion between electrons on the metal, comparing energy differences with the integrated charges. For $\delta=0.05$ hartree the cluster's gas reaction energy changes by $-0.0129$ hartree and its bond energy by $-0.0008$ hartree. In this cluster the bond is slightly weakened, so a lower s level does not strengthen every M–M bond. The cluster checks the identities; it is not a model of mercury, and it does not show the near cancellation in the gas phase.

Q: Now apply the same argument to aggregation.

A: For one formula unit, $A=E_{\rm gas}-E_{\rm agg}$. Differentiating both energies gives

$$\frac{dA}{d\delta}=Q_{\rm gas}-Q_{\rm agg}=-(Q_{\rm agg}-Q_{\rm gas}).$$

If the neighbours draw more electrons from metal to X, then $Q_{\rm agg}>Q_{\rm gas}$ and lowering the s level weakens aggregation. In that case aggregation favours charge separation, and relativity opposes it.

Q: Is that increase of charge inevitable?

A: No. Take two linear MX$_2$ molecules, coupled by the Coulomb forces between their site charges. When one is slipped along its axis so that metal and X face each other, the pair is bound by 0.0589 hartree and carries 0.064 electron more transferred charge than two free molecules. After the level is lowered by 0.05 hartree, the binding is 0.0555 hartree. The initial slope predicts a loss of $0.05\times0.064=0.0032$ hartree; the actual loss is 0.0034 hartree, because the extra charge changes a little along the way.

If the molecules face each other without the slip, like charges are adjacent. The pair is then unbound by 0.1197 hartree, and its transferred charge is 0.303 electron smaller than in the free molecules. Lowering the s level now reduces the repulsion, to 0.1036 hartree. The tests cover both signs. Geometries are fixed and there is no Pauli repulsion between the molecules, so neither number is a sublimation energy.

Q: And solvation? If I start from bare ions, the charge cannot increase when Hg$^{2+}$ enters water.

A: That case needs a different reading. In the s-level model a bare M$^{2+}$ ion has no valence s electrons, hence $Q=2$, its largest possible value. Donation from solvent molecules can only lower $Q$, so $dA/d\delta\ge0$: a lower s level makes the bare ion a better acceptor. The claim about weakened solvation refers to neutral HgX$_2$ molecules, not to the hydration energy of a bare ion.

For the bare-ion reaction M$_2^{2+}\to$ M + M$^{2+}$, the ion M$_2^{2+}$ has two s electrons instead of the four in two neutral atoms, so it too has $Q=2$. The gas-phase slope is $2-2=0$ in this model. What remains in solution is the difference between the charges of the two solvated ions. The choice of reference changes how the effect is divided, but not the total.

Q: I would like a formula for $A$ itself, not just its slope.

A: Use second-order response. With $Q_0$ the gas-phase charge at $\delta=0$, perturbation theory gives

$$E(\delta)=E(0)+\delta Q_0-\frac r2\delta^2,\qquad r=2\sum_{k>0}\frac{|\langle k|\hat Q|0\rangle|^2}{E_k-E_0}\ge0 .$$

The charge at level shift $\delta$ is $P=dE/d\delta=Q_0-r\delta$. The same response is described by an energy that depends on a trial charge $Q$:

$$F(Q)=E(\delta)+\frac{(Q-P)^2}{2r}.$$

Its minimum is at $Q=P$, and the second term is the cost of moving away from it.

Now let a linear environment have a polarization coordinate $y$, with energy $\frac12\kappa y^2-\kappa yQ$. The minimum over $y$ is at $y=Q$, which leaves $-\frac12\kappa Q^2$. This is a mean-field description of an environment that responds only to the total transferred charge $Q$. It leaves out unequal charges on the two X atoms, which matter for the slipped pair above. Minimizing $F(Q)-\frac12\kappa Q^2$ gives

$$\frac{Q-P}{r}-\kappa Q=0\quad\Longrightarrow\quad Q_{\rm agg}=\frac{P}{1-\kappa r}.$$

The second derivative is $1/r-\kappa$, so a minimum requires $\kappa r<1$. Since $Q_{\rm agg}-P=\kappa rQ_{\rm agg}$, the energy released is

$$A=\frac\kappa2Q_{\rm agg}^2-\frac{(\kappa rQ_{\rm agg})^2}{2r}
=\frac\kappa2Q_{\rm agg}^2(1-\kappa r)
=\frac{\kappa P^2}{2(1-\kappa r)} .$$

Two limits are useful. For $\kappa\to0$ there is no aggregation energy. For $r\to0$ the charge is rigid, $P=Q_0$, and $A=\frac12\kappa Q_0^2$ no longer depends on $\delta$. The mechanism therefore needs a charge that can respond. The formula sets no upper limit on the charge, whereas MX$_2$ in this model cannot transfer more than its two s electrons. It is an approximation for small $\kappa r$, and it certainly fails once it gives $Q_{\rm agg}>2$, that is, for $\kappa r>1-P/2$. With $P=1.50$ this already happens above $\kappa r=0.25$.

For the interacting MX$_2$ cluster at weak coupling, $\kappa=0.02$, a self-consistent minimum gives 0.02676 hartree and the formula 0.02680 hartree. Most of this is the rigid term $\frac12\kappa Q_0^2=0.02593$ hartree; the parts due to response, 0.00083 and 0.00087 hartree, differ by about 5%. At $\kappa=0.10$ the two values are 0.1482 and 0.1548 hartree, and for $\delta=0.05$ hartree the formula gives a loss of 0.0152 hartree where the cluster loses 0.0111.

Q: Show me a case in which the bond becomes stronger and yet is not what stabilizes the salt.

A: Take a generic metal with round parameters, not fitted to mercury. The gas-phase charges are $Q(\mathrm{MX})=0.80$, $Q(\mathrm{MX_2})=1.50$ and $Q(\mathrm{M_2X_2})=1.55$. The near equality of the last two is an assumption of the example. The responses are $r=1,2,2$ electron$^2$/hartree in the same order, and $\delta=0.05$ hartree. Before the shift, $D=0.100$ and $\Delta E_{\rm gas}=0.090$ hartree.

The quadratic terms cancel in both energy differences, since $2r(\mathrm{MX})=r(\mathrm{M_2X_2})=r(\mathrm{MX_2})$. Thus

$$\delta D=0.05(1.60-1.55)=+0.0025,$$

$$\delta\Delta E_{\rm gas}=0.05(1.50-1.55)=-0.0025\ \text{hartree},$$

where $\delta$ before a symbol denotes its change. The bond is stronger, but the gaseous molecule is less stable against disproportionation. In terms of $\Delta E_{\rm gas}=D-S$, the exchange energy $S$ has risen from 0.010 to 0.015 hartree, twice the gain in $D$.

Q: And aggregation?

A: For MX$_2$ let $\kappa=0.10$ hartree/electron$^2$. In M$_2$X$_2$ the charge $Q$ is assumed to be shared equally by the two metal centres. With the same coupling at each centre,

$$-\frac\kappa2\left[\left(\frac Q2\right)^2+\left(\frac Q2\right)^2\right]
=-\frac12\left(\frac\kappa2\right)Q^2,$$

so its effective coupling is 0.05. This neglects cross terms between the two centres.

The shift lowers $P$ from 1.50 to 1.40 in MX$_2$ and from 1.55 to 1.45 in M$_2$X$_2$. Hence, in hartree,

$$A(\mathrm{MX_2}):\quad \frac{0.10(1.50)^2}{2(0.80)}=0.1406
\;\to\;\frac{0.10(1.40)^2}{2(0.80)}=0.1225,$$

$$A(\mathrm{M_2X_2}):\quad \frac{0.05(1.55)^2}{2(0.90)}=0.0667
\;\to\;\frac{0.05(1.45)^2}{2(0.90)}=0.0584 .$$

Both salts aggregate less strongly, but MX$_2$ loses 0.0181 hartree and M$_2$X$_2$ only 0.0083. Keep the metal cohesion at 0.0200 hartree, so that the salts can be examined separately. The cycle then gives

$$\Delta E_{\rm cond}^{\rm before}=0.0900+0.0667-0.1406-0.0200=-0.0039,$$

$$\Delta E_{\rm cond}^{\rm after}=0.0875+0.0584-0.1225-0.0200=+0.0034\ \text{hartree}.$$

In other units, the reaction energy goes from $-0.11$ to $+0.09$ eV. Within this quadratic model, the salt has become stable although its gas-phase reaction energy has fallen.

The change of sign depends on the chosen parameters and on linear response. The charge of condensed MX$_2$ starts at $1.50/0.80=1.875$, close to its limit of 2, where the response of a real molecule would saturate. The change of sign need not survive such saturation. If the level and the M–X coupling of the interacting clusters are adjusted to the same $Q$ and $r$, the reaction energy goes from $+0.0019$ to $+0.0054$ hartree: the direction is kept, the gain is halved, and the salt is stable from the start. With the unadjusted clusters, whose gas-phase charges are 1.61 for MX$_2$ and 1.85 for M$_2$X$_2$, the same couplings lower the reaction energy by 0.005 hartree. The balance is also delicate: an error of 3% in $A(\mathrm{MX_2})$ would exceed the initial reaction energy, and a coupling only 6% larger in M$_2$X$_2$ would make the reaction energy positive before the shift. The example shows how the terms can combine, not how large they are in a real salt.

Q: The bond did gain 0.0025 hartree. Perhaps the salt still needed that gain.

A: That question has no definite answer, because the gain depends on the radical MX, which does not occur in the reaction. Subtract the gain from the final reaction energy, with $S$ and the aggregation energies left at their final values: $0.0034-0.0025=+0.0009$ hartree. The salt seems not to need it. Now raise $Q(\mathrm{MX})$ from 0.80 to 0.82. The gain becomes $0.05(1.64-1.55)=0.0045$ hartree, and the same subtraction gives $-0.0011$ hartree. The salt seems to need the gain, yet its stability has not changed, because $S$ has risen by the same extra amount as $D$.

A division that leaves out the radical avoids this. If the gas reaction energy changes and both aggregation energies keep their old values, the result is $-0.0064$ hartree. In this example the change of aggregation is needed.

These are counterfactual divisions of an energy, not separate experiments. The example refutes the inference from a stronger bond to the cause of stability; it cannot establish the cause in mercury.

Q: Is there one quantity that decides the direction without this bookkeeping?

A: Within the level-shift model, yes, provided the cohesion of the metal does not change. Differentiate the cycle under that condition, and insert the slopes already found:

$$\begin{aligned}
\frac{d\Delta E_{\rm cond}}{d\delta}
={}&Q(\mathrm{MX_2})-Q(\mathrm{M_2X_2})\\
&-[Q_{\rm agg}(\mathrm{M_2X_2})-Q(\mathrm{M_2X_2})]\\
&+[Q_{\rm agg}(\mathrm{MX_2})-Q(\mathrm{MX_2})]\\
={}&Q_{\rm agg}(\mathrm{MX_2})-Q_{\rm agg}(\mathrm{M_2X_2}).
\end{aligned}$$

The gas-phase charges cancel. The shift favours M$_2$X$_2$ if the condensed MX$_2$ has transferred more charge. At the start of the example the two charges are $1.50/0.80=1.875$ and $1.55/0.90=1.722$; at the end they are $1.40/0.80=1.750$ and $1.45/0.90=1.611$. Their differences are 0.153 and 0.139. Since the difference is linear in $\delta$ here, the mean times 0.05 gives the change of 0.0073 hartree found from the cycle.

Q: Then I should replace "relativity makes the Hg–Hg bond strong" by "relativity makes HgX$_2$ a poor aggregator".

A: As the explanation supported by the molecular calculations mentioned above, yes; the model here shows only how it would work. Keep the comparison in view: if the cohesion of the metal is unchanged, the loss for HgX$_2$ must outweigh the loss for Hg$_2$X$_2$ and any adverse change in the gas phase. Relativity may also strengthen the Hg–Hg bond. That alone does not decide the stability of the salt; one has to calculate the whole disproportionation reaction, including its condensed products. The numerical output gives the individual terms for the generic case.

## Calculated quantities

```
Cd atom, Hartree-Fock
nonrelativistic, removal of two electrons: 0.799314 hartree
nonrelativistic, 5s rms radius: 3.4898 bohr
spin-free X2C, removal of two electrons: 0.841656 hartree
spin-free X2C, 5s rms radius: 3.3334 bohr
Cd increase in two-electron removal: 0.042342 hartree
Cd increase per removed electron: 0.021171 hartree
Interacting cluster tests
level, M-X, M-M couplings: 0.2, 0.1, 0.05 hartree; metal repulsion 0.10 hartree
cluster s-level lowering: 0.050000 hartree
cluster change of gas reaction energy: -0.012910 hartree
cluster change of M-M bond energy: -0.000845 hartree
MX2 static charge response: 1.6223 electron^2/hartree
self-consistent aggregation energy: 0.026756 hartree
second-order aggregation energy: 0.026798 hartree
pair M-X length, separation: 4.5, 5.0 bohr
slipped pair binding before shift: 0.058896 hartree
slipped pair binding after shift: 0.055464 hartree
slipped pair extra charge before shift: 0.064007 electron
facing pair binding before shift: -0.119653 hartree
facing pair binding after shift: -0.103553 hartree
facing pair extra charge before shift: -0.302770 electron
Generic cycle with round parameters
delta, kappa(MX2), kappa(M2X2): 0.05, 0.1, 0.05 hartree, hartree/electron^2 (both kappa)
Q(MX), Q(MX2), Q(M2X2): 0.8, 1.5, 1.55 electron
r(MX), r(MX2), r(M2X2): 1.0, 2.0, 2.0 electron^2/hartree
metal cohesion, held fixed: 0.020000 hartree
M-M bond energy, before / after / change: 0.100000 / 0.102500 / +0.002500 hartree
gas reaction energy, before / after / change: 0.090000 / 0.087500 / -0.002500 hartree
MX2 aggregation, before / after / change: 0.140625 / 0.122500 / -0.018125 hartree
M2X2 aggregation, before / after / change: 0.066736 / 0.058403 / -0.008333 hartree
condensed reaction energy, before / after / change: -0.003889 / 0.003403 / +0.007292 hartree
condensed reaction energy before: -0.1058 eV
condensed reaction energy after: 0.0926 eV
after, aggregation kept at old values: -0.006389 hartree
before, plus bond gain alone: -0.001389 hartree
after, with bond gain removed: 0.000903 hartree
```
